# A trapped polaron can have uniform density on the Holstein ring

Consider one electron on a ring of $N\ge 3$ equivalent sites, each carrying one quantum oscillator. The Holstein Hamiltonian is

$$H=-t\sum_j\left(c_{j+1}^\dagger c_j+c_j^\dagger c_{j+1}\right)+\hbar\omega\sum_j b_j^\dagger b_j-g\hbar\omega\sum_j n_jq_j ,$$

with $n_j=c_j^\dagger c_j$, $q_j=b_j+b_j^\dagger$, $\sum_jn_j=1$ and site labels taken modulo $N$. The hopping $t$, the phonon quantum $\hbar\omega$ and the coupling $g$ are positive and finite, and the constant zero-point energy is omitted. The physical displacement is $x_j=x_0q_j$, where $x_0=\sqrt{\hbar/(2M\omega)}$ for an oscillator of mass $M$.

If $t=0$ and the electron sits on site $j$, completing the square there gives

$$\hbar\omega(b_j^\dagger b_j-gq_j)=\hbar\omega\left[(b_j^\dagger-g)(b_j-g)-g^2\right].$$

The oscillator settles at $\langle q_j\rangle=2g$ and the energy falls by the relaxation energy $E_p=g^2\hbar\omega$. "Self-trapped" will mean that the electron carries such a distortion, concentrated at its own site.

## The belief and its appeal

The belief is that a self-trapped electron must have a localized density: if the charge is spread evenly over the ring, there is no trapped polaron. The argument for it is a calculation with a classical lattice, which corresponds to a product of an electron orbital $\phi_j$ (real and normalized) and coherent oscillator states of real amplitude $\alpha_j$. In these states $\langle b_j^\dagger b_j\rangle=\alpha_j^2$ and $\langle q_j\rangle=2\alpha_j$, so

$$E=-2t\sum_j\phi_j\phi_{j+1}+\hbar\omega\sum_j\alpha_j^2-2g\hbar\omega\sum_j\phi_j^2\alpha_j .$$

Setting $\partial E/\partial\alpha_j=0$ gives $\alpha_j=g\phi_j^2$. The last two sums then become $(1-2)g^2\hbar\omega\sum_j\phi_j^4$, and

$$E=-2t\sum_j\phi_j\phi_{j+1}-E_p\sum_j\phi_j^4 .$$

The second term rewards localization. Take $N=4$, $\hbar\omega=0.1$ eV, $t=0.1$ eV and $E_p=0.4$ eV, hence $g^2=0.4/0.1=4$ and $g=2$. The uniform orbital $\phi_j=1/\sqrt N$ gives

$$E_{\rm uniform}=-2t-\frac{E_p}{N}=-0.2-0.1=-0.300\ \text{eV}.$$

The self-consistent localized orbital has site densities $0.9655,\ 0.0167,\ 0.0010,\ 0.0167$ and energy $-0.4256$ eV. It wins by $0.126$ eV. Within this family of states, and at these parameters, the conclusion is sound: a uniform density means a weakly distorted lattice and a high energy.

The error is to carry that conclusion over to quantum states of electron and lattice together. A product state has no correlation between the two. Once its lattice has relaxed, $\alpha_j=g\phi_j^2$, so spreading the electron spreads the distortion as well. A general state is under no such constraint.

## Why the ground state is uniform

Let $T$ move the electron and the whole lattice pattern together by one site. Since all sites and bonds are equivalent, $TH=HT$. This alone would permit several degenerate ground states that $T$ mixes, so uniqueness must be shown.

Use the basis $|j;m_1,\ldots,m_N\rangle$, with the electron at $j$ and $m_i$ phonons at site $i$. The off-diagonal elements of $H$ are $-t$ for a hop and $-g\hbar\omega\sqrt{m_j+1}$ for creating a phonon under the electron, or for the reverse process. None is positive. They also connect every pair of basis states, because the electron can visit each site and change the phonon number there.

On a finite ring the oscillators confine the lattice and a lowest level exists. Because $H$ is real, its ground states can be chosen real. Let $\psi$ be one, with components $\psi_a$. Replacing every $\psi_a$ by $|\psi_a|$ leaves the diagonal energy unchanged and cannot raise the off-diagonal energy, so $|\psi|$ is also a ground state. If one of its components vanished, the eigenvalue equation at that component would read

$$\sum_{b\ne a}H_{ab}|\psi_b|=0 .$$

Every term is zero or negative, so every component connected to $a$ would vanish, then their neighbours, and finally the whole state. Hence $|\psi|$ has no zero component. The sum $\psi+|\psi|$ is either zero or another non-negative ground state, which by the same argument has no zero component. Therefore $\psi$ has one sign throughout. Two such states cannot be orthogonal, and the ground state $\Psi$ is unique.

Choose $\Psi$ positive. $T$ only permutes basis states, so $T\Psi$ is a positive ground state too, and uniqueness requires $T\Psi=\Psi$. Since $Tn_jT^\dagger=n_{j+1}$,

$$\langle n_{j+1}\rangle=\langle Tn_jT^\dagger\rangle=\langle n_j\rangle=\frac1N .$$

No assumption of small $g$ entered. The density is uniform for a strongly trapped polaron as well.

The mean displacement follows from a commutator. Using $[b^\dagger b,b]=-b$, $[b^\dagger b,b^\dagger]=b^\dagger$ and $[b+b^\dagger,b-b^\dagger]=-2$,

$$[H,b_j-b_j^\dagger]=-\hbar\omega q_j+2g\hbar\omega n_j .$$

The expectation value of a commutator with $H$ vanishes in an eigenstate, so

$$\langle q_j\rangle=2g\langle n_j\rangle=\frac{2g}{N}.$$

The first equality survives if the sites have different energies, because such terms commute with $b_j-b_j^\dagger$. The second needs the uniform density.

## Where the trapping is found

Ask for the displacement at distance $d$ from the electron, given that the electron has been found at $j$. This conditional mean is $\langle n_jq_{j+d}\rangle/\langle n_j\rangle=N\langle n_jq_{j+d}\rangle$. By translation symmetry it is the same for all $j$, and equals

$$C(d)=\sum_j\langle n_jq_{j+d}\rangle .$$

Summing over $d$ and using $\sum_jn_j=1$ gives

$$\sum_dC(d)=\Big\langle\sum_iq_i\Big\rangle=2g .$$

The total distortion is therefore fixed by $g$, and trapping concerns its distribution. A uniform product state has $\langle n_jq_{j+d}\rangle=(1/N)(2g/N)$, hence $C(d)=2g/N$ at every distance. In the limit $t\to0$, $C(0)=2g$ and the other values vanish. The ratio $C(0)/(2g)$ will be called the trapped fraction.

It is also an energy derivative. Since $\partial H/\partial g=-\hbar\omega\sum_jn_jq_j$ at fixed $\hbar\omega$ and $t$, the Hellmann–Feynman theorem gives

$$C(0)=-\frac{1}{\hbar\omega}\frac{\partial E_0}{\partial g}.$$

For the four-site example the full Hamiltonian was diagonalized with up to 18 phonons in total. No symmetry was imposed, and the iteration started from the localized product state. The result has density $0.25$ and $\langle q_j\rangle=1.000$ on every site, as $2g/N=4/4$ requires. The conditional displacements are

$$C(0)=3.274,\quad C(1)=C(3)=0.313,\quad C(2)=0.099 .$$

They add up to $4.000$, and the energy derivative independently gives $C(0)=3.274$. The trapped fraction is $3.274/4=0.82$, against $0.25$ without correlation. This is the numerical refutation: one and the same state has a perfectly even density and carries 82% of its distortion at the electron's site.

Correlations between electron and displacement are not the only sign of trapping. The lattice alone also betrays it, through its fluctuations. In the limit $t\to0$ a given site is displaced by $2g$ with probability $1/N$ and otherwise undisplaced, with quantum variance 1 in both cases. Then $\langle q_j^2\rangle=1+4g^2/N$, and

$$\langle q_j^2\rangle-\langle q_j\rangle^2=1+\frac{4g^2}{N}\left(1-\frac1N\right),$$

which is $1+4\times0.75=4$ here. The computed variance is $3.12$, while the uniform product state has $1$. What cannot reveal the trapping is the density or the mean displacement.

## Weak coupling and the crossover

A value of $C(0)$ above $2g/N$ does not by itself establish strong trapping. To see this, treat the coupling as a perturbation of the electron state with $k=0$ and no phonons. Let $\varepsilon_k=-2t\cos k$ and $b_k^\dagger=N^{-1/2}\sum_je^{ikj}b_j^\dagger$. The coupling creates one phonon and transfers the opposite momentum to the electron:

$$-g\hbar\omega\sum_jn_jq_j\,|0;{\rm vac}\rangle=-\frac{g\hbar\omega}{\sqrt N}\sum_k|-k;1_k\rangle .$$

Dividing by the energy difference $-(\hbar\omega+\varepsilon_k-\varepsilon_0)$ gives the first-order state

$$|\psi_1\rangle=\frac{g\hbar\omega}{\sqrt N}\sum_k\frac{|-k;1_k\rangle}{\hbar\omega+\varepsilon_k-\varepsilon_0}.$$

The operator in $C(d)$ acts on the unperturbed state in the same way, with an extra phase:

$$\sum_jn_jq_{j+d}|0;{\rm vac}\rangle=\frac{1}{\sqrt N}\sum_ke^{-ikd}|-k;1_k\rangle .$$

Twice the real part of its overlap with $|\psi_1\rangle$ is, to first order in $g$,

$$C(d)=\frac{2g\hbar\omega}{N}\sum_k\frac{\cos kd}{\hbar\omega+\varepsilon_k-\varepsilon_0}.$$

For $t=\hbar\omega$ and $N=4$ the denominators are $1,3,5,3$ in units of $\hbar\omega$. The trapped fraction is $(1+1/3+1/5+1/3)/4=0.467$, already above $0.25$ as $g\to0$. A diagonalization at $g=0.05$ agrees to the four digits printed.

With $\hbar\omega$ and $t$ held fixed, the fraction rises to $0.51$ at $g^2=1$, $0.57$ at $g^2=2$, $0.68$ at $g^2=3$ and $0.82$ at $g^2=4$. On a finite ring the ground level stays separate from the next one at every finite $g$, so its properties change smoothly. This is a crossover, and no coupling marks a sudden onset of trapping.

## What the localized solution represents

The classical-lattice solution $\Phi$ has $N$ equivalent copies, $T^R\Phi$ with $R=0,\ldots,N-1$. Decompose $\Phi$ into parts with definite total momentum $K$. Because $H$ does not mix them, the energy of $\Phi$ is the weighted mean of their energies. At least one part therefore lies no higher than $\Phi$ itself, so restoring the symmetry with the best $K$ costs no energy.

In the example the part with $K=0$, proportional to $\sum_RT^R\Phi$, lowers the energy:

| State | Energy (eV) | Density |
|---|---:|---|
| Uniform product | −0.3000 | uniform |
| Localized product | −0.4256 | localized |
| Symmetric sum | −0.4315 | uniform |
| Ground state | −0.4389 | uniform |

The symmetric sum keeps the local distortion in each of its terms, but gives the terms equal weight. Its squared overlap with the ground state is $0.941$; that of one localized copy is $0.239$. These numbers are linked. Since $T\Psi=\Psi$, all copies have the same overlap with $\Psi$. If the copies were orthogonal, the symmetric sum would have $N$ times the squared overlap of one copy, $4\times0.239=0.956$. The small difference from $0.941$ comes from the copies not being quite orthogonal.

The localized solution thus shows where the distortion sits relative to the electron, but not the equilibrium density. It also makes the distortion too concentrated: its own value $C(0)=2g\sum_j\phi_j^4$ is $3.73$, against the exact $3.27$. A supercell calculation with classical nuclei has the same character when it converges to a localized polaron: it selects one of the equivalent copies.

How long such a copy survives depends on the polaron bandwidth $W$, the spread of the lowest energies $E(K)$. When $t\ll\hbar\omega$, a hop must restore the old site and distort the new one. Each oscillator contributes the overlap $e^{-g^2/2}$ between a displaced and an undisplaced ground state. To first order in $t$ the effective hopping is $te^{-g^2}$, so $E(K)=\text{const}-2te^{-g^2}\cos K$ and, for even $N$,

$$W=4t\,e^{-g^2}.$$

At $t=2$ meV, with $\hbar\omega$ and $g$ unchanged, the computed width exceeds this formula by 0.02%. In the main example $t=\hbar\omega$ lies outside its regime: the formula gives $7.3$ meV and the diagonalization $12.7$ meV. The bare band is $400$ meV wide.

A localized packet made from this band spreads to other sites within a few times $\hbar/W$, as its momentum components drift out of step. On a small closed ring the motion stays coherent, and the packet can nearly re-form later. Holding $E_p$ and $t$ fixed while lowering $\hbar\omega$ from 200 to 100 and 66.7 meV reduces $W$ from 58 to 12.7 and 2.6 meV. As the lattice becomes more classical, the momentum states of the band become more nearly degenerate and each localized copy lives longer. This is the sense in which the broken-symmetry picture is recovered.

## How a small defect makes the density local

Lower the energy of site 0 by $\delta$, adding $-\delta n_0$ to $H$. Let $|\Psi_K\rangle$ be the polaron band states and $F_{KK'}=\langle\Psi_K|n_0|\Psi_{K'}\rangle$. To first order the ground state acquires the amplitudes $\delta F_{K0}/(E_K-E_0)$, and within the band

$$\langle n_0\rangle\simeq\frac1N+2\delta\sum_{K\ne0}\frac{|F_{K0}|^2}{E_K-E_0}.$$

The narrow band supplies small denominators. For a bare electron $F_{K0}=1/4$ and the excitation energies are 200, 200 and 400 meV. With $\delta=2$ meV the increase is $(2\times2/16)(2/200+1/400)=0.003$. For the polaron the energies are 9.6, 9.6 and 12.7 meV. Since $|F_{K0}|\le1/4$ by the Cauchy–Schwarz inequality, the first-order increase is at most $(2\times2/16)(2/9.6+1/12.7)=0.07$. Diagonalization of the full ring gives these densities on site 0:

| $\delta$ (meV) | Polaron | Bare electron |
|---:|---:|---:|
| 2 | 0.315 | 0.253 |
| 5 | 0.438 | 0.258 |
| 20 | 0.851 | 0.283 |

In the ground state, an offset somewhat larger than $W$ is enough to collect most of the polaron's charge on one site, while the bare electron hardly responds. At finite temperature the offset must also exceed the thermal energy. A localized density in an imperfect sample is therefore compatible with a uniform one on the perfect ring.

## Conditions and the real case

The sign condition $t>0$ matters on odd rings. On an even ring the replacement $c_j\to(-1)^jc_j$ reverses the sign of $t$ and leaves every $n_j$ unchanged. On a triangle this is impossible, and a bare electron with $t<0$ has two degenerate lowest states, $K=\pm2\pi/3$. With $t=-0.1$ eV, $\hbar\omega=0.1$ eV and $g=1$ the pair remains degenerate, and a combination can be chosen with density $0.63$ on one site. The thermal state is still uniform, because $e^{-H/k_BT_{\rm th}}$, with $T_{\rm th}$ the temperature, commutes with translation. At 300 K the computed density is $1/3$ on each site.

The parameters of the main example are illustrative values for motion along one direction; they do not describe any one material. For an oxygen-like mass of 16 u, $x_0=0.0036$ nm. The displacement at the electron's site is then $3.274x_0\approx0.012$ nm, while the mean displacement of each site is $0.0036$ nm. Several neglected effects change the bandwidth or compete with it:

- At 300 K, $k_BT_{\rm th}=25.9$ meV, about twice $W$. The whole polaron band is then populated, so the ground state alone does not describe the ring at room temperature.
- Giving each neighbouring site a quarter of the local coupling, at the same $E_p$, raises $W$ from 12.7 to 50 meV on four sites (46 meV on six). Polar oxides have coupling of longer range, so the 12.7 meV of the local model should not be carried over to them.
- Three equal hopping directions with the same $t$ and $E_p$ would remove the strong trapping. Spreading over a cubic lattice gains $6t=0.6$ eV, more than the $E_p=0.4$ eV gained by localizing on one site. The tripled width of 38 meV in the output is therefore not a valid estimate for such a crystal; a small polaron there needs a smaller $t$ or a larger $E_p$.
- Six sites instead of four change $W$ only to 12.5 meV.

Real crystals break the assumption of equivalent sites through defects and non-uniform strain. For the example's own bandwidth, an offset of 20 meV moves the ground-state density on the favoured site from 0.25 to 0.85; a wider band would need a larger offset. This is a zero-temperature statement. In thermal equilibrium the same four-site ring has about 0.66 on that site at 100 K and 0.39 at 300 K, where $k_BT_{\rm th}$ exceeds the offset. Pinning at a given temperature needs an offset large compared with $k_BT_{\rm th}$ as well as with $W$. The remaining values are in the numerical output below.

## Computed results

```
sites 4, phonon cutoff 18, basis states 29260
phonon quantum 0.100 eV, hopping 0.100 eV, relaxation energy 0.400 eV
coupling g 2.0000, g^2 4.000, full displacement 2g 4.0000
displacement unit for mass 16 u: 0.00361 nm
ground-state density by site: [0.25 0.25 0.25 0.25]
ground-state mean q by site: [1. 1. 1. 1.]
mean displacement of each site: 0.00361 nm
C(d), d = 0..3: [3.2742 0.3134 0.099  0.3134] sum 4.0000
displacement at the electron's site: 0.01183 nm
trapped fraction C(0)/(2g): 0.8185; uncorrelated value 0.2500
C(0) from energy derivative: 3.2742
variance of q at one site: 3.1237 (uniform product state: 1.0000)
energy, uniform product state: -0.30000 eV
energy, localized classical-lattice state: -0.42561 eV
energy, symmetric sum of localized states: -0.43154 eV
energy, ground state of full ring: -0.43890 eV
density of localized state: [0.9655 0.0167 0.001  0.0167]
density of symmetric sum: [0.25 0.25 0.25 0.25]
squared overlap with ground state: localized 0.2391, symmetric 0.9406
E(K)-E(0), K = 0, pi/2, pi, 3pi/2: [ 0.     9.635 12.703  9.635] meV
polaron bandwidth 12.703 meV; bare bandwidth 400.0 meV
formula 4t exp(-g^2) here: 7.326 meV
numerical width / formula at t = 2.0 meV: 1.00024
weak-coupling C(d)/(2g), formula: [0.4667 0.2    0.1333 0.2   ]
weak-coupling C(d)/(2g), numerical at g = 0.05: [0.4667 0.2    0.1333 0.2   ]
g^2 = 0.25: trapped fraction 0.4749
g^2 = 1.00: trapped fraction 0.5058
g^2 = 2.00: trapped fraction 0.5698
g^2 = 3.00: trapped fraction 0.6788
phonon quantum 200.0 meV, same relaxation energy: width 58.2147 meV
phonon quantum 100.0 meV, same relaxation energy: width 12.7030 meV
phonon quantum 66.7 meV, same relaxation energy: width 2.5985 meV
offset 2 meV: n_0 full 0.3150, band only 0.3146, bare electron 0.2531
offset 5 meV: n_0 full 0.4375, band only 0.4361, bare electron 0.2579
offset 20 meV: n_0 full 0.8507, band only 0.8411, bare electron 0.2831
triangle, t = -0.1 eV, g = 1: pair splitting below 1e-9 eV, next level 53.135 meV
triangle: largest site density within the pair 0.6325
triangle: thermal density at 300 K: [0.333333 0.333333 0.333333]
kT at 300 K: 25.85 meV; kT equals bandwidth at 147.4 K
thermal phonons per mode at 300 K: 0.0213; chance of none on ring 0.9190
width with neighbour coupling 1/4 of local, same relaxation: 50.021 meV
width on six sites: 12.462 meV
width estimate for three equal hopping directions: 38.11 meV
```
